Weak Binding in Two Dimensions and Shallow Wells in Thin Films

Suppose every shallow dip in the conduction-band edge of a thin semiconductor film is counted as a trap about as deep as the dip itself. For a round dip of radius 2 nm and depth 30 meV, and an electron mass of 0.34 free-electron masses, the two-dimensional model treated below gives a binding energy of 1.5 meV, twenty times less than the depth. For a dip of 10 meV it gives 0.0008 meV. Declaring such dips too weak to bind anything is also wrong within this model, where an isolated dip has a level at any depth. Expanding the binding energy in powers of the depth does not help either: every coefficient turns out to be zero.

The correct law depends on the integrated strength of the well through an exponential. It is derived here twice, first from an integral equation for a well of any shape, then from the radial equation for a circular one.

SETTING AND STATEMENT

An electron of isotropic mass m moves in a plane in a potential V(r), which is bounded and vanishes beyond a finite distance. Energies are measured from the value of V far away. Define

W = −∫ V d²r,  u = −2mV/ħ²,  g = (1/2π) ∫ u d²r = mW/(πħ²).

Thus u is positive where the potential attracts, and g is dimensionless. It is assumed that W > 0, although V may be repulsive in places. A bound state has energy −E_b with E_b = ħ²κ²/2m, and the Schrödinger equation, multiplied by 2m/ħ², reads

(−∇² + κ²)ψ = uψ.

For a fixed shape of u whose overall strength tends to zero, the result is

E_b = (2ħ²e^(−2γ)/(mR²)) exp(−2πħ²/(mW)) [1 + O(g)].

Here γ = 0.5772… is Euler's constant. The length R is the geometric mean distance between two points of the well, each weighted by u:

ln R = ∬ w(r) w(r′) ln|r−r′| d²r d²r′,  w = u/(2πg),  ∫ w d²r = 1.

WHY A LEVEL EXISTS AT ANY STRENGTH

The existence of a level does not require weak coupling. Take the trial function ψ = e^(−t/2) with t = (r/a)^α, where a is any fixed length and α > 0. It is normalizable, and

dψ/dr = −(α/2r) t ψ.

Since dr/r = dt/(αt), the kinetic integral is

∫ |∇ψ|² d²r = 2π ∫ (α²t²/4r²) e^(−t) r dr = (πα/2) ∫₀^∞ t e^(−t) dt = πα/2.

It can be made as small as desired. Meanwhile, for each fixed r > 0, t → 1 as α → 0, so ψ² → 1/e. Because ψ² ≤ 1 and ∫|u| d²r is finite, the limit may be taken under the integral:

∫ uψ² d²r → (1/e) ∫ u d²r = 2πg/e.

The energy expectation value has the sign of ∫|∇ψ|² − ∫uψ², which tends to −2πg/e < 0. The continuum of a finite-range potential starts at zero, so a negative expectation value requires a bound state.

The argument tolerates repulsion. Let u = 0.05 for r < 1 and u = −0.05 for 1 < r < 1.3, with a = 1 as the unit of length. Then g = 0.025 × (1 − 0.69) = 0.00775. For α = 0.005 the kinetic integral is 0.00785, and quadrature gives 0.0181 for the well integral. The difference is negative, so even this well binds.

FIRST DERIVATION: THE INTEGRAL EQUATION

The operator −∇² + κ² is inverted with its Green function. The spreading Gaussian p(r,t) = e^(−r²/4t)/(4πt) obeys ∂p/∂t = ∇²p and starts as a delta function at t = 0. Define

G(r) = ∫₀^∞ e^(−κ²t) p(r,t) dt.

Then

(−∇² + κ²)G = −∫₀^∞ ∂/∂t [e^(−κ²t) p] dt = δ(r),

because the bracket vanishes at late times and is δ(r) at the start. With s = κ²t,

G = (1/4π) ∫₀^∞ (ds/s) exp(−s − κ²r²/4s) = K₀(κr)/(2π),

K₀(x) = ½ ∫₀^∞ (ds/s) exp(−s − x²/4s).

The last line defines the modified Bessel function K₀. The bound state therefore satisfies

ψ(r) = (1/2π) ∫ K₀(κ|r−r′|) u(r′) ψ(r′) d²r′.

The behaviour of K₀ at small x decides everything. Its integrand is unchanged by s → x²/4s, which exchanges the ranges below and above s = x/2. Hence K₀ is the integral over s > x/2 without the factor ½. In that range x²/4s ≤ x/2, so the second exponential differs from 1 by at most O(x). Integrating by parts,

∫_(x/2)^∞ e^(−s) ds/s = −e^(−x/2) ln(x/2) + ∫_(x/2)^∞ e^(−s) ln s ds.

As x → 0 the last integral tends to ∫₀^∞ e^(−s) ln s ds = −γ. Therefore

K₀(x) = ln(2/x) − γ + O(x|ln x|).

This form may be used throughout the well, because the energy cannot lie below the minimum of V. That gives κ² ≤ max u, and max u tends to zero with g when the shape is fixed. Separate the large logarithm from the dependence on position:

K₀(κ|r−r′|) ≈ Λ − ln(|r−r′|/R),  Λ = ln(2e^(−γ)/(κR)).

The integral equation becomes

ψ(r) = Λg ∫ wψ d²r′ − g ∫ w(r′) ln(|r−r′|/R) ψ(r′) d²r′.

The first term is a constant. It cannot vanish at small g: otherwise ψ would equal an operator of order g acting on itself, which forces ψ = 0. The normalization of ψ can therefore be chosen to make this constant 1:

Λg⟨ψ⟩ = 1,  ⟨f⟩ = ∫ w f d²r.

Let L denote the operation (Lf)(r) = ∫ w(r′) ln(|r−r′|/R) f(r′) d²r′, and let h = L1. Then ψ = 1 − gLψ, and repeated substitution gives

ψ = 1 − gh + g²Lh + O(g³).

Averaging needs two facts. The definition of R makes ⟨h⟩ = 0. The logarithm is symmetric in r and r′, so in ⟨Lh⟩ the integral over r can be done first:

⟨Lh⟩ = ∫ w(r′) h(r′) [∫ w(r) ln(|r−r′|/R) d²r] d²r′ = ⟨h²⟩ ≡ Q.

Hence ⟨ψ⟩ = 1 + Qg² + O(g³), and the normalization condition gives

1/Λ = g⟨ψ⟩ = g + Qg³ + O(g⁴),

Λ = 1/g − Qg + O(g²).

The discarded part of K₀ has not spoiled this. It first adds to Λ something that vanishes with g, so Λ = 1/g + O(1) and κ is exponentially small. With that knowledge the discarded part is smaller than any power of g.

Solving the definition of Λ for κ gives κ = (2e^(−γ)/R)e^(−Λ), and so

E_b = ħ²κ²/2m = (2ħ²e^(−2γ)/(mR²)) e^(−2/g) [1 + 2Qg + O(g²)].

Since 2/g = 2πħ²/(mW), this is the stated law with its first correction. The strength W alone sets the exponent, while the shape enters the prefactor through R. If u is nowhere negative, Q is an average of a square with positive weight, and at sufficiently small g the leading law underestimates the binding. Because e^(−2/g)/gⁿ → 0 for every n as g → 0, all coefficients of a power series in g vanish.

SECOND DERIVATION: MATCHING THE SLOPE

Now let the well be circular, with u = 0 for r > b. For a state without angular dependence,

(1/r) d/dr (r dψ/dr) = −(u − κ²)ψ.

Look for a solution with κ exponentially small. Inside the well κ² is then negligible beside every power of g and may be dropped. Set ψ(0) = 1 and integrate once:

r dψ/dr = −∫₀^r u ψ s ds.

Define

N(r) = ∫₀^r u s ds,  P(r) = ∫₀^r N(s) ds/s.

Since d²r = 2πr dr, N(b) = g. With ψ = 1 on the right, the slope is r dψ/dr = −N, and therefore ψ = 1 − P + O(g²). Putting this back gives the slope at the edge to second order:

b ψ′(b) = −g + ∫₀^b u r P dr + O(g³).

Outside the well the decaying solution is K₀(κr). Differentiating its integral form and substituting p = x²/4s gives

−x K₀′(x) = (x²/4) ∫₀^∞ (ds/s²) exp(−s − x²/4s) = ∫₀^∞ exp(−p − x²/4p) dp → 1

as x → 0. With the logarithmic form of K₀, the exterior solution has

bψ′(b)/ψ(b) = −1/Λ_b,  Λ_b = ln(2e^(−γ)/(κb)).

The slope and the value must be continuous at b. Equating the two ratios and inverting,

Λ_b = [1 − P(b) + O(g²)] / [g − ∫₀^b u r P dr + O(g³)]
= (1/g) [1 − P(b) + (1/g) ∫₀^b u r P dr + O(g²)].

Since ur = dN/dr and dP/dr = N/r, integration by parts gives

∫₀^b u r P dr = gP(b) − ∫₀^b N² dr/r.

The two terms in P(b) cancel, leaving

Λ_b = 1/g − (1/g²) ∫₀^b N² dr/r + O(g).

The integral is the mean logarithm in another form. The average of ln|r−r′| over the angle between the two points is the logarithm of the larger radius: with z the ratio of smaller to larger radius, ln|1 − ze^(iθ)| = −Re Σ zⁿe^(inθ)/n, and every term averages to zero. Therefore, counting both orderings of the radii,

ln R = (1/g²) ∫₀^b ln r · 2N u r dr = (1/g²) ∫₀^b ln r (dN²/dr) dr
= ln b − (1/g²) ∫₀^b N² dr/r.

Thus Λ_b = 1/g + ln(R/b) + O(g). Subtracting ln(R/b) from both sides gives

ln(2e^(−γ)/(κR)) = 1/g + O(g),

which is the result of the first derivation. The value of κ is exponentially small, as supposed. The wave function is close to 1 inside and proportional to the positive function K₀ outside. It has no node, so it is the ground state.

This route shows where the exponential comes from. Just outside the well, dψ/d(ln r) ≈ −g: the amplitude falls by only g each time ln r grows by one. To fall from about 1 to near zero, it needs a range of ln r of about 1/g. The state therefore extends to a distance of order b e^(1/g), and its energy is of order ħ²/2m divided by the square of that distance.

THE DISC, AT WEAK AND AT FINITE STRENGTH

Take a disc of radius a and depth V₀. Then u = 2mV₀/ħ² inside, and

g = ua²/2 = mV₀a²/ħ².

In units of a, the weight for a radius s is 2s ds. The mean logarithm of the distance from a point at r is

r² ln r + ∫_r^1 2s ln s ds = (r² − 1)/2.

For points spread evenly over the disc, r² is uniformly distributed between 0 and 1, with mean 1/2 and variance 1/12. Hence ln(R/a) = −1/4 and h = r²/2 − 1/4, so that

R = a e^(−1/4),  Q = (1/4)(1/12) = 1/48.

The disc can also be solved without assuming weak coupling. Inside, the regular solution is the Bessel function J₀(kr), with k² = 2mV₀/ħ² − κ². Using J₀′ = −J₁ and K₀′ = −K₁, continuity at the edge requires

k J₁(ka)/J₀(ka) = κ K₁(κa)/K₀(κa).

At g = 0.1, numerical solution of this equation gives a binding energy whose logarithm exceeds that of the leading law by 0.00422. The first correction predicts 2Qg = 0.00417.

A well without circular symmetry needs the first derivation. Let u = u₀ exp(−x²/b₁² − y²/b₂²), with b₂ = 2b₁ and g = u₀b₁b₂/2. Its tails reach to infinity but fall fast enough for the integrals used above to converge. Quadrature gives R = 1.59b₁. Diagonalization in a basis of Gaussian functions gives binding energies 9.2% above the leading law at g = 0.4 and 3.2% above it at g = 0.2. A purely linear correction would have halved the excess, so contributions beyond the linear one still matter at g = 0.4.

A SHALLOW DIP IN A THIN OXIDE CHANNEL

Consider a film of amorphous indium gallium zinc oxide, 5 nm thick, with the rough mass 0.34mₑ. The dip is a disc with a = 2 nm and V₀ = 30 meV, extending through the whole film. For this mass ħ²/2m = 112.06 meV nm², so

W = π × (2 nm)² × 30 meV = 377 meV nm²,

g = V₀a²/(2 × ħ²/2m) = 30 × 4/(2 × 112.06) = 0.535.

The exponent is 2/g = 3.735, and R = 2 nm × e^(−1/4) = 1.558 nm. The prefactor is

4 × 112.06 meV nm² × e^(−2γ)/(1.558 nm)² = 58.2 meV,

and the leading law gives E_b = 58.2 × e^(−3.735) = 1.39 meV. Matching at the edge gives 1.52 meV (1.52 × 10⁻³ eV), which is 9% above the leading law. The first correction, 2Qg = 0.022, supplies about 2 of these 9 percentage points. Keeping all powers of g, while still neglecting κ² inside the well and using the logarithmic form of K₀ outside, raises this only to 2.4. The rest comes from the exponentially small terms in κ, which no further term of the series in g would supply. They enter with opposite signs: restoring only the exact exterior functions gives 39% above the leading law, and restoring only κ² inside gives 13% below it.

With radius and mass held fixed, the two results vary with depth as follows:

10 meV: leading law 0.00079 meV, matching 0.00080 meV
20 meV: leading law 0.215 meV, matching 0.221 meV
30 meV: leading law 1.39 meV, matching 1.52 meV
40 meV: leading law 3.5 meV, matching 4.2 meV
60 meV: leading law 9.0 meV, matching 12.9 meV

Doubling the depth from 10 to 20 meV multiplies the binding energy by about 280. At 60 meV, where g = 1.07, the leading law is 30% below the matching value and no longer serves as more than an estimate. At 30 meV, a dip 10% deeper binds 44% more strongly.

The 30 meV state has a decay length 1/κ = 8.6 nm, more than four times the radius of the dip. Integrating the squared wave function gives a probability of 0.20 for finding the electron inside. Most of the state lies where there is no attraction, so the mean potential energy is only −0.20 × 30 = −6 meV. A mean kinetic energy of about 4.5 meV cancels most of that and leaves the 1.5 meV of binding.

In a real channel of this oxide the conditions are harsher than in the model. The mass and a mobility near 10 cm²/Vs are rough typical values; the size and depth of the dip are model choices. At 300 K, kT = 25.9 meV, 17 times the binding energy. Within the model, a dip of the same radius would have to be 82 meV deep to bind by kT, and there g = 1.47, outside the weak regime. If the mobility is read as μ = eτ/m, with τ a collision time, then ħ/τ = 340 meV. This is no reliable line width, but a value more than 200 times E_b suggests that free motion over many nanometres, which the model assumes, cannot be relied on. An electron density of 10¹² cm⁻² gives a two-dimensional Fermi energy πħ²n/m = 7.0 meV. This is below kT, so the electrons are only weakly degenerate at 300 K (the chemical potential lies about 1.2 kT below the band edge, where the occupation is 0.24), but an area 1/κ² holds on average about 0.7 of them, so other electrons cannot be ignored. The field scale E_bκ/e is 1.8 kV/cm, against 1.0 kV/cm for 1 V across a 10 μm channel. For the 10 meV dip, whose decay length is about 375 nm, the same scale is only 0.02 V/cm, so its level has no meaning in such a channel. The area 1/κ² is 18.5 times a², so if the dips lie closer together than about 9 nm, neighbouring ones fall within the state. Finally, the dip may not fill the film. If a dip of 60 meV occupies the half of the thickness next to one face, its average over the lowest film level is still 30 meV, but it couples the two lowest film levels, which hard walls place 133 meV apart. The coupling is 60 × 4/(3π) = 25.5 meV. If motion in the plane is ignored, second-order perturbation theory deepens the effective well by 25.5²/133 = 4.9 meV, which would raise the binding energy from 1.5 to 2.7 meV. This overestimates the rise: the admixed part of the upper level decays in the plane over only √(112/133) ≈ 0.9 nm, which is not small beside the 2 nm radius, so its kinetic energy weakens the effect; solving the coupled film levels with the motion in the plane included gives 2.3 meV. The position matters: the same dip in the central half of the film averages 49 meV over the lowest level and binds by 8.0 meV. For these numbers the isolated level exists in the model but cannot be expected to act as a distinct trap in a working channel at room temperature.

WHAT EACH DERIVATION ASSUMES

Both derivations assume one electron, a plane, an isotropic mass, W > 0 and small g. Both rest on the logarithm in K₀, the mark of two dimensions.

The integral equation makes no use of symmetry. It needs u to be bounded and to vanish, or fall off rapidly as a Gaussian does, at large distance. It is not enough that the average defining R exists: with very slow tails the average defining Q can diverge, and the error is then no longer of order g. In return it gives R for any shape, allows repulsive regions, and yields the correction Q. It starts from the true ground state, whose existence the trial function has already secured, and finds what κ must be.

The matching argument assumes a circular well with a sharp outer limit. It starts from a supposed small κ and confirms it at the end, so it constructs the state and needs no separate existence proof at weak coupling. For the disc it also leads to an equation that holds at finite strength, where the expansion in g fails.

Neither derivation covers W ≤ 0. When g is negative and small, the condition Λ ≈ 1/g would demand a large negative Λ, whereas a small κ makes Λ large and positive; a well of fixed shape with W < 0 has no bound state once its overall strength is small enough. A small negative g alone does not exclude binding, because g can be small through cancellation: u = 0.05 for r < 1 and −0.05 for 1 < r < 1.416 has g = −1.3 × 10⁻⁴ and still binds. When W = 0 the expansion in g cannot be started, and the second-order term in u decides; for a weak circular well the slope at the edge is then bψ′(b) ≈ −∫₀^b N² dr/r, which is negative, so the well binds. A Coulomb tail proportional to 1/r is excluded as well, because its integral over the plane diverges and W does not exist.

Numerical values quoted here were computed with a short program.
